# The size of one more Coulomb exchange between electron and nucleus

## The Coulomb field to all orders at small $Z$: the size of one rung

One more exchange of a Coulomb photon between an electron and a static nucleus does not in general cost a factor $Z\alpha$. Its scale is set by $Z\alpha/(v/c)$, which approaches $Z\alpha$ only for $v\sim c$ and which in atomic units ($\hbar=m=e=1$, $c=1/\alpha$) is $\eta=Z/k$ at energy $E=k^2/2$ above threshold and $\nu=Z/\kappa$ at energy $E=-\kappa^2/2$ below it. The factor is small for fast or far off-shell electrons, of order one for $v\sim Z\alpha c$, and unbounded at threshold itself. Nonrelativistically a bound electron has $\kappa=Z/n$, so $\nu=n$ whatever $Z$ is: lowering $Z$ slows the electron in the same proportion as it weakens the field. The Coulomb field must therefore be kept to all orders even for hydrogen. The Furry picture does this by building the electron field and propagator from Dirac–Coulomb eigenstates and expanding only in the radiation field. Below threshold $\nu$ is the largest eigenvalue of a rung, so it bounds the ratio of successive terms when the same source stands at both ends of the ladder, and the actual ratio can be smaller. Truncation in the Coulomb field is ordered in every partial wave when $\kappa\gg Z$ and the same source stands at both ends, and for the density at the nucleus above threshold when $k\gg Z$; it fails in a given partial wave at energies below threshold that lie near or above the lowest bound level of that wave, provided the source overlaps the leading eigenfunction of the rung, and for that density near threshold.

The nucleus is a point of infinite mass, $V=-Z/r$, $Z\alpha<1$. The resolvent $G=(E-H_0-V)^{-1}$ obeys $G=G_0+G_0VG$, and iteration gives $G=\sum_j K^jG_0$ with $K=G_0V$. Each power of $K$ is one rung.

### The small denominator

A static potential transfers no energy, so every free propagator in the ladder carries the same total energy $\mathcal E$. With $H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$, $H_0^2=E_p^2=c^4+c^2p^2$ and projectors $\Lambda_\pm=(E_p\pm H_0)/2E_p$,
$$(\mathcal E-H_0)^{-1}=\frac{\Lambda_+}{\mathcal E-E_p}+\frac{\Lambda_-}{\mathcal E+E_p}.$$
Define $\kappa$ by $c^2\kappa^2=c^4-\mathcal E^2$, so that $(E_p-\mathcal E)(E_p+\mathcal E)=c^2(p^2+\kappa^2)$. The ratio of the negative-energy to the positive-energy factor is then, in magnitude, $c^2(p^2+\kappa^2)/(E_p+\mathcal E)^2$. For $p,\kappa\ll c$ and $\mathcal E>0$ one has $E_p+\mathcal E\approx2c^2$, and the ratio is $(p^2+\kappa^2)/4c^2$, which is $(Z\alpha)^2/2$ at $p=\kappa=Z$, or $2.66\times10^{-5}$ for hydrogen. The positive-energy factor is $-(E_p+\mathcal E)/c^2(p^2+\kappa^2)\to-2/(p^2+\kappa^2)$. Since $(\mathcal E-H_0)^{-1}=-(\mathcal E+H_0)/c^2(p^2+\kappa^2)$ exactly and $(\mathcal E+c^2)/2c^2\approx1-\kappa^2/4c^2$, up to a relative correction $\kappa^2/4c^2$, of order $(Z\alpha)^2$ for $\kappa\sim Z$, the block of $G_0$ between large components is $-R_0$ with $R_0=A^{-1}$, $A=T+\kappa^2/2$, $T=p^2/2$. The blocks that connect large and small components are of relative order $p/2c$, and since $V$ does not mix the components they enter a ladder between large components in pairs. On large components the two minus signs combine to $K=R_0\,Z/r$. The speed of light has dropped out.

A rung supplies $\int d^3q$, a potential $4\pi Z/q^2$ and a propagator $2/q^2$, so it scales as $Z/q$, and the only scale is $q\sim\kappa$. The coefficient follows from one exact loop. The Fourier transform of $e^{-\kappa r}/r$ is $(4\pi/p)\int_0^\infty\sin(pr)\,e^{-\kappa r}dr=4\pi/(p^2+\kappa^2)$, and $-\partial/\partial\kappa$ of this gives $8\pi\kappa/(p^2+\kappa^2)^2$ for $e^{-\kappa r}$. Multiplication by $Z/r$ is a convolution in momentum space, so after division by $8\pi\kappa$
$$\frac{2}{p^2+\kappa^2}\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi Z}{|\mathbf p-\mathbf q|^2}\frac{1}{(q^2+\kappa^2)^2}=\frac{2}{p^2+\kappa^2}\,\frac{Z}{2\kappa\,(p^2+\kappa^2)}=\frac{Z}{\kappa}\,\frac{1}{(p^2+\kappa^2)^2}.$$
The rung reproduces the function and multiplies it by $\nu$. In the 1s state $\kappa=Z$, and the virial theorem gives $\langle p^2\rangle=2|E|=Z^2$, so $v/c=Z\alpha$ ($0.0072974$ in hydrogen) and the factor is 1.

### All eigenvalues of the rung

$K\phi=\lambda\phi$ means $A\phi=(Z'/r)\phi$ with $Z'=Z/\lambda$: the energy is fixed and the charge is the eigenvalue. For the reduced radial function $u=r^{l+1}e^{-\kappa r}f(r)$, the equation $u''-l(l+1)u/r^2-\kappa^2u+2Z'u/r=0$ becomes $rf''+(2l+2-2\kappa r)f'+2[Z'-\kappa(l+1)]f=0$. With $f=\sum a_mr^m$, the coefficient of $r^m$ gives
$$(m+1)(m+2l+2)\,a_{m+1}=2[\kappa(m+l+1)-Z']\,a_m .$$
An unterminated series has $a_{m+1}/a_m\to2\kappa/m$ and grows as $e^{2\kappa r}$, so it must stop: $Z'=n\kappa$, $n\ge l+1$, and
$$\lambda_n=\nu/n .$$
Because $\langle f|AK|g\rangle=\langle f|Z/r|g\rangle$ is symmetric and positive, $K$ is self-adjoint and positive in the product $\langle f|A|g\rangle$. At fixed $l$ this is a Sturm–Liouville problem with weight $1/r$ and a purely discrete spectrum, so the eigenfunctions, normalised to $\langle\phi_n|A|\phi_m\rangle=\delta_{nm}$, are complete and $R_0=\sum_n|\phi_n\rangle\langle\phi_n|$. For a source $b$ of angular momentum $l$ the $j$-rung term and the full sum are
$$t_j=\langle b|K^jR_0|b\rangle=\sum_nc_n\Big(\frac{\nu}{n}\Big)^j,\qquad \langle b|(H-E)^{-1}|b\rangle=\sum_n\frac{c_n}{1-\nu/n},\qquad c_n=|\langle\phi_n|b\rangle|^2 .$$
Writing $c_n\lambda_n^{j+1}=(c_n\lambda_n^{j})^{1/2}(c_n\lambda_n^{j+2})^{1/2}$, the Cauchy–Schwarz inequality gives $t_{j+1}^2\le t_jt_{j+2}$, so the ratio $t_{j+1}/t_j$ never decreases. It is a weighted mean of the $\lambda_n$, so it is bounded by $\nu/(l+1)$ and tends to that value if $c_{l+1}\ne0$. The ladder then converges only for $\nu<l+1$, below the lowest level of that $l$.

For $\kappa>0$ and a source with finite $t_0$ (any square-integrable $b$), every $t_j\le t_0[\nu/(l+1)]^j$ is finite, so no finite order contains a bound state; the pole belongs to the sum. At a distance $\delta=E_n-E$ below $E_n=-Z^2/2n^2$ one has $\delta=\kappa\,\delta\kappa$ and $1-\nu/n=\delta\kappa/\kappa=\delta/\kappa^2$ to first order. At the pole $\phi_n$ is proportional to the normalised state $|n\rangle$, and $\langle n|A|n\rangle=\langle Z/r\rangle=2|E_n|=\kappa^2$ fixes $\phi_n=|n\rangle/\kappa$. The pole term is therefore $|\langle n|b\rangle|^2/\delta$.

### Above threshold

Only the s wave is nonzero at the nucleus. With $G_0^+(0,r)=-e^{ikr}/2\pi r$, the s-wave part $\sin(kr)/kr$ of the plane wave, and $\rho=kr$, the one-rung term is
$$\psi^{(1)}(0)=\int4\pi r^2dr\,\frac{e^{ikr}}{2\pi r}\,\frac Zr\,\frac{\sin kr}{kr}=2\eta I,\qquad I=\int_0^\infty\frac{e^{2i\rho}-1}{2i\rho}\,e^{-\mu\rho}d\rho,$$
where the screening factor $e^{-\mu\rho}$ has been inserted because the imaginary part diverges without it. Since $dI/d\mu=\frac1{2i}[1/\mu-1/(\mu-2i)]$ and $I\to0$ at large $\mu$, $I=\frac1{2i}\ln\frac{\mu}{\mu-2i}=\frac12\arctan\frac2\mu+\frac i4\ln(1+4/\mu^2)$. As $\mu$ goes from 0.1 to 0.01 the real part moves from 0.760 to 0.783, towards $\pi/4=0.785$, while the imaginary part grows from 1.50 to 2.65. To first order the imaginary part is a phase, and $|\psi(0)|^2=1+4\eta\,\mathrm{Re}\,I\to1+\pi\eta$.

For the exact result, put $u=\rho w$ in $u''+(1+2\eta/\rho)u=0$, which gives $\rho(w''+w)+2w'+2\eta w=0$, and try $w=\int_{-1}^1e^{i\rho s}g(s)\,ds$. Using $\rho e^{i\rho s}=-i\partial_se^{i\rho s}$ and integrating by parts, with no boundary term for bounded $g$, the condition is $i[(1-s^2)g]'+2isg+2\eta g=0$. The terms in $sg$ cancel, leaving $g'/g=2i\eta/(1-s^2)$ and $g=[(1+s)/(1-s)]^{i\eta}$. With $s=2x-1$, $w(0)$ is a beta integral, $w(0)=2\Gamma(1+i\eta)\Gamma(1-i\eta)=2B$, and the reflection formula gives $B=|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$. At large $\rho$ the endpoints dominate. Near $s=1-\tau$,
$$e^{i\rho}\,2^{i\eta}\!\int_0^\infty e^{-i\rho\tau}\tau^{-i\eta}d\tau=e^{i\rho}\,2^{i\eta}\,\Gamma(1-i\eta)\,(i\rho)^{-1+i\eta},$$
whose modulus is $\sqrt B\,e^{-\pi\eta/2}/\rho$ because $|i^{i\eta}|=e^{-\pi\eta/2}$. The endpoint $s=-1$ gives the complex conjugate, so $u$ oscillates with amplitude $2\sqrt B\,e^{-\pi\eta/2}$. The free solution $\sin\rho$ has slope 1 and amplitude 1, so the density at the nucleus relative to the free value is the Sommerfeld factor
$$S=\frac{(2B)^2}{4Be^{-\pi\eta}}=\frac{2\pi\eta}{1-e^{-2\pi\eta}}=\pi\eta\,(1+\coth\pi\eta)=1+\pi\eta+2\sum_{n\ge1}\frac{\eta^2}{\eta^2+n^2},$$
the last form being the partial-fraction expansion of $\coth$. At fixed $k$ the expansion in rungs is the expansion in $Z$, hence in $\eta$: $S=1+\pi\eta+2\zeta(2)\eta^2-2\zeta(4)\eta^4+\dots=1+3.1416\,\eta+3.2899\,\eta^2-2.1646\,\eta^4+\dots$. The poles $\eta=\pm in$ lie at $k^2/2=-Z^2/2n^2$, the bound levels. The nearest pair limits convergence to $\eta<1$, that is, to kinetic energies above $Z^2/2$, 13.61 eV for a proton. The $n=1$ term makes the late even coefficients alternate in sign with magnitude 2; the odd ones beyond first order vanish.

For $Z=1$, $\eta=1.8897\,\text{Å}^{-1}/k$. At 1000 eV, $k=16.201$ Å$^{-1}$, $\eta=0.1166$, and the second-order sum 1.4112 is within 0.03% of $S=1.4108$. At 50 eV, $\eta=0.5216$, orders 1, 2 and 4 give 2.639, 3.534 and 3.374 against 3.406, which order 20 reproduces. At 5 eV, $\eta=1.6496$, orders 1, 2, 4 and 20 give 6.18, 15.1, $-0.89$ and $-3.3\times10^4$, against $S=10.365\approx2\pi\eta$.

### The Dirac rung

For the Dirac equation the eigenvalue problem is again a search for the coupling $a=Z'\alpha$ that binds at the given $\mathcal E$, with $\lambda=Z\alpha/a$. In the $s_{1/2}$ channel, for $0<\mathcal E<c^2$, the large and small radial functions obey
$$g'=\frac gr+\Big(\frac{\mathcal E+c^2}{c}+\frac ar\Big)f,\qquad f'=-\frac fr-\Big(\frac{\mathcal E-c^2}{c}+\frac ar\Big)g .$$
Insert $g=r^\gamma e^{-\kappa r}$, $f=\sigma g$. The $1/r$ terms give $\gamma=1+a\sigma$ and $\gamma\sigma=-\sigma-a$, so $\sigma=-a/(1+\gamma)$, $\gamma^2=1-a^2$ and $\sigma^2=(1-\gamma)/(1+\gamma)$. The constant terms give $-\kappa=\sigma(\mathcal E+c^2)/c$ and $\kappa\sigma=(\mathcal E-c^2)/c$; eliminating $\sigma$ recovers $c^2\kappa^2=c^4-\mathcal E^2$, and eliminating $\kappa$ gives $\sigma^2=(c^2-\mathcal E)/(c^2+\mathcal E)$. The two forms of $\sigma^2$ agree for $\mathcal E=c^2\gamma$, so $a=\kappa/c$ and
$$\lambda=Z\alpha c/\kappa=Z/\kappa$$
exactly. All levels fall as $a$ grows, since $\partial\mathcal E/\partial a=-c\langle1/r\rangle$, so this nodeless lowest level reaches $\mathcal E$ first and $\lambda$ is the leading eigenvalue among $0<a<1$. Couplings $a\ge1$, where the point-nucleus problem is ill defined, correspond to $\lambda\le Z\alpha$ and are not treated. This leading eigenvalue is of order $Z\alpha$ only when $\kappa\sim c$. The ratio of successive terms for a given source can be smaller than the eigenvalue, and for $Z\alpha\ll1$ it can fall to $Z\alpha$ already at $\kappa\ll c$. In the example below $t_1/t_0\approx Z^2/\omega$ at large $\omega$, which equals $Z\alpha$ at $\omega\approx Z/\alpha$, where $\kappa\approx(2Z\alpha)^{1/2}c$, about $0.12\,c$ in hydrogen.

### Worked example: the self-energy of hydrogen

After emitting a photon of energy $\omega$, an electron from level $n$ propagates at $E_n-\omega$, so $\kappa^2=Z^2/n^2+2\omega$ nonrelativistically. In the dipole approximation each mode contributes $(2\pi/\omega)|\boldsymbol\epsilon\cdot\mathbf p|^2$ over an energy denominator, the mode density is $\omega^2d\omega\,d\Omega/(2\pi c)^3$, and the sum over directions and polarisations gives $8\pi p^2/3$. The low-energy shift before mass renormalisation is thus $-(2\alpha^3/3\pi)\int\omega P\,d\omega$ with $P(\omega)=\langle1s|\mathbf p\cdot(H-E_{1s}+\omega)^{-1}\mathbf p|1s\rangle$, in units of the electron mass.

Since $\nabla\psi_{1s}=-Z\hat{\mathbf r}\psi_{1s}$, the source is a p wave, $b=2Z^{5/2}re^{-Zr}$ after summing the three components. At $\omega=0$, $\kappa=Z$. For $\phi=r^2e^{-Zr}$, $\phi''=(2-4Zr+Z^2r^2)e^{-Zr}$, so $A\phi=-\phi''/2+\phi/r^2+Z^2\phi/2=2Zre^{-Zr}$, while $(Z/r)\phi=Zre^{-Zr}=\tfrac12A\phi$. Hence $R_0b=Z^{3/2}\phi$, $K\phi=\phi/2$, $t_0=2Z^4\int r^3e^{-2Zr}dr=2Z^4\cdot6/(2Z)^4=3/4$, and
$$t_j=\tfrac34\,2^{-j},\qquad P(0)=\tfrac32\quad\text{for every }Z.$$
The Thomas–Reiche–Kuhn rule agrees: $[H,x]\psi=-ip_x\psi$ gives $(H-E)^{-1}p_x\psi=ix\psi$, and $\langle p_xx\rangle=-i/2$ for real $\psi$ gives $1/2$ per component. The free propagator supplies half of $P(0)$, for $Z=5$ as for $Z=1$.

For hydrogen $\nu=[13.6057/(13.6057+\omega)]^{1/2}$ with $\omega$ in eV.

| $\omega$ (eV) | $\nu$ | $P$ | $t_0/P$ | $t_1/t_0$ | late ratio |
|---|---|---|---|---|---|
| 0 | 1.0000 | 1.5000 | 0.500 | 0.5000 | 0.5000 |
| 10 | 0.7592 | 0.8874 | 0.626 | 0.3733 | 0.3796 |
| 1000 | 0.1159 | 0.02617 | 0.977 | 0.0226 | 0.0579 |

The late ratio is $\nu/2$. At 10 eV four terms give $0.5552+0.2073+0.0778+0.0293=0.8696$, still 2% below $P$. At 1000 eV the first ratio lies well under the bound $\nu/2$. To leading order for $\omega\gg Z^2$, $R_0\approx1/\omega$ on the soft source, so $t_0\approx\langle b|b\rangle/\omega=Z^2/\omega$, $t_1\approx\langle b|Z/r|b\rangle/\omega^2=Z^4/\omega^2$, and $t_1/t_0\approx Z^2/\omega=27.21/1000=0.027$. The computed 0.0226 is 17% below this estimate; the correction is not derived here.

For an excited state the ladder can leave its radius of convergence. For 2p, the angular average of $\partial_z(ze^{-r/2})=(1-z^2/2r)e^{-r/2}$ is $(1-r/6)e^{-r/2}$, an s-wave source with reduced function proportional to $(3r-r^2/2)e^{-r/2}$. Here $\nu>1$ whenever $1/4+2\omega<1$, below the Lyman-$\alpha$ energy $3/8$ hartree $=10.20$ eV. At $\omega=5$ eV, $\nu=1.8897/1.4850=1.273$. The sums through 10 and 30 rungs are $38.8\,t_0$ and $5111\,t_0$, whereas the exact value is $-2.40\,t_0$: every $t_j$ is positive, but $c_1/(1-\nu)$ is negative. At $2.721\times10^{-5}$ eV below the 1s level, $\nu\approx1$, the terms level off at $t_{60}=0.6684\,t_0\approx c_1$, and the pole term $c_1\kappa^2/\delta=0.6684\times27.21/(2.721\times10^{-5})\,t_0=6.68\times10^5\,t_0$ matches the exact value. This pole is the 2p$\to$1s decay channel, absent from any finite order.

The Dirac $s_{1/2}$ eigenvalue at $\mathcal E_{1s}-\omega$ is 1.000000 at $\omega=0$, 0.115915 at 1000 eV and $0.0072974/0.594253=0.01228$ at 100000 eV. With $D=c^2-\mathcal E$, $\kappa^2=2D(1-D/2c^2)$, so at 1000 eV $\kappa$ lies below its nonrelativistic value by the fraction $D/4c^2=1013.6/(4\times510999)=5\times10^{-4}$: 16.303 against 16.311 Å$^{-1}$. The numerical check tests the loop, the spectrum of $K$, the rung series, $S$ and the Dirac coupling by quadrature, basis diagonalisation and direct integration of the radial equations.

### Practice

The criterion is local in the loop integration: for each electron line, evaluate $Z/\kappa$ at the energy it carries. External bound lines have $\nu=n$, up to relative corrections of order $(Z\alpha)^2$, and must be Coulomb eigenstates. For internal lines with $\omega\lesssim Z^2$, tens of eV in hydrogen, one or two rungs give limited accuracy: even where the ladder converges, as for $P(0)$ with ratio $1/2$, two rungs leave out 12.5% and ten terms are needed for 0.1%, so the full $G$, from a closed form or a finite basis, is the practical choice; when the line energy lies below threshold but above a bound level of its channel the expansion in $V$ diverges, unless the source has no overlap with the eigenfunctions of $K$ whose eigenvalues are 1 or more. For $\omega\gg Z^2$ the split into zero-, one- and many-potential terms is ordered before mass renormalisation. In the nonrelativistic regime, with $\rho=\nu/(l+1)<1$ and the same source at both ends, the one-potential term is at most $\rho$ times the zero-potential term, and the many-potential term, which sums all later rungs, is at most $\rho+\rho^2+\dots=\rho/(1-\rho)$ times the one-potential term. The first bound does not survive mass renormalisation, which removes $\langle p^2\rangle/\omega$ from the zero-potential term. For the 1s source $R_0\approx1/\omega-(T+Z^2/2)/\omega^2$ and $\langle b|T+Z^2/2|b\rangle=Z^2(Z^2/2+\langle r^{-2}\rangle+Z^2/2)=3Z^4$, with $\langle r^{-2}\rangle=2Z^2$ from the p-wave centrifugal term, so $t_0-Z^2/\omega\approx-3Z^4/\omega^2$ is of the same order as $t_1\approx Z^4/\omega^2$. Their ratio tends to $-1/3$; at 1000 eV it is $0.000579/(0.025573-0.027211)=-0.35$. The zero- and one-potential terms must therefore be kept together. The identity $G=G_0+G_0VG_0+G_0VGVG_0$ holds at all $\omega$, so the split may be used throughout provided the last term keeps the full $G$; at small $\omega$ that term is not a small correction ($1-(0.75+0.375)/1.5=25\%$ of $P(0)$). The ratio bounds derived here are nonrelativistic and cover real energies $0<\mathcal E<c^2$ with $\kappa\ll c$; for the Dirac equation only the leading $s_{1/2}$ eigenvalue for $0<\mathcal E<c^2$ was obtained. Line energies with $\mathcal E<0$ or on complex contours need a separate estimate.

## Table of computed values

```
alpha = 0.0072974, hartree = 27.2114 eV, bohr = 0.529177 A, mc^2 = 510999 eV
H: E1s = -13.6057 eV, kappa_1s = 1.8897 1/A, Lyman alpha = 10.2043 eV
negative/positive energy factor = 2.6626e-05, alpha^2/2 = 2.6626e-05
loop: Z=1, kappa=1.8897 1/A, p=1.3228 1/A, rung factor = 1.000000
loop: Z=1, kappa=7.5589 1/A, p=3.7795 1/A, rung factor = 0.250000
loop: Z=3, kappa=0.9449 1/A, p=9.4486 1/A, rung factor = 6.000000
H 1s: v_rms/c = 0.0072974, Z alpha/(v/c) = 1.000000
l=0: top eigenvalues of K over nu = 1.00000 0.50000 0.33333 0.25000
l=1: top eigenvalues of K over nu = 0.50000 0.33333 0.25000 0.20000
l=2: top eigenvalues of K over nu = 0.33333 0.25000 0.20000 0.16667
1s Z=1 omega=0 eV: kappa=1.8897 1/A, nu=1.00000, P=1.500000 m_e
   t0..t3 = 7.5000e-01 3.7500e-01 1.8750e-01 9.3750e-02 m_e
   t0/P=0.5000, t1/t0=0.50000, late ratio=0.50000
1s Z=5 omega=0 eV: kappa=9.4486 1/A, nu=1.00000, P=1.500000 m_e
   t0..t3 = 7.5000e-01 3.7500e-01 1.8750e-01 9.3750e-02 m_e
   t0/P=0.5000, t1/t0=0.50000, late ratio=0.50000
1s Z=1 omega=10 eV: kappa=2.4891 1/A, nu=0.75919, P=0.887394 m_e
   t0..t3 = 5.5524e-01 2.0725e-01 7.7791e-02 2.9309e-02 m_e
   t0/P=0.6257, t1/t0=0.37326, late ratio=0.37960
1s Z=1 omega=1000 eV: kappa=16.3107 1/A, nu=0.11586, P=0.026170 m_e
   t0..t3 = 2.5573e-02 5.7898e-04 1.7341e-05 6.5446e-07 m_e
   t0/P=0.9772, t1/t0=0.02264, late ratio=0.05793
2p omega=5 eV: kappa=1.4850 1/A, nu=1.27258, late ratio=1.27258
   exact/t0=-2.3968, partial sums/t0 (10, 30 rungs)=38.81, 5111
pole: 2.721e-05 eV below E1s, exact/t0=6.6841e+05, t60/t0=0.6684
   exact*distance/|<1s|b>|^2 = 1.000000
Born integral mu=0.1: Re=0.76042 (pi/4=0.78540), Im=1.49849
Born integral mu=0.01: Re=0.78290 (pi/4=0.78540), Im=2.64916
series of S: c1=3.14159, c2=3.28987, c4=-2.16465, |c60|=2.00000
eta=1 at kinetic energy 13.6057 eV (Z=1)
E=1000 eV: k=16.2009 1/A, v/c=0.06256, eta=0.1166, S=1.4108
   partial sums, order 1,2,4,20: 1.3664 1.4112 1.4108 1.4108
E=50 eV: k=3.6226 1/A, v/c=0.01399, eta=0.5216, S=3.4061
   partial sums, order 1,2,4,20: 2.6388 3.534 3.3737 3.4061
E=5 eV: k=1.1456 1/A, v/c=0.00442, eta=1.6496, S=10.3650
   partial sums, order 1,2,4,20: 6.1823 15.135 -0.89381 -32544
Dirac H omega=0 eV: kappa=1.8897 1/A, coupling a=0.007297, rung factor=1.000000
Dirac H omega=1000 eV: kappa=16.3026 1/A, coupling a=0.062954, rung factor=0.115915
Dirac H omega=100000 eV: kappa=153.8880 1/A, coupling a=0.594253, rung factor=0.012280
```
